# Small-polaron hopping: from the golden rule to the Marcus rate, part 2

A small polaron, an electron trapped in its own lattice distortion, hops between two sites of a hot polar oxide. The sites are coupled by a weak, real electronic coupling $J$ that does not depend on the lattice coordinates. The lattice modes $\nu$ are harmonic, with frequencies $\omega_\nu$ that are the same for both electron positions.

The relaxed energies of the sites are $E_1$ and $E_2$, with $\Delta=E_2-E_1$. The Huang-Rhys factors are $S_\nu=d_\nu^2$, where $\sqrt2\,d_\nu$ is the relative displacement of the two minima in dimensionless coordinates. The reorganization energy is $\lambda=\sum_\nu S_\nu\hbar\omega_\nu$.

With the lattice initially in thermal equilibrium around site 1, second-order theory gives the golden-rule rate $k=(J^2/\hbar^2)\int C(t)\,dt$, with

$$C(t)=\exp\Big\{-\frac{i\Delta t}{\hbar}-\sum_\nu S_\nu\big[\coth\xi_\nu\,(1-\cos\omega_\nu t)+i\sin\omega_\nu t\big]\Big\},\qquad \xi_\nu=\frac{\hbar\omega_\nu}{2k_BT}.$$

The constant long-time tail at $\Delta=0$, which is coherent tunnelling and numerically negligible here, is removed. The high-temperature limit is the Marcus rate

$$k_M(\Delta)=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi\lambda k_BT}}\exp\Big[-\frac{(\Delta+\lambda)^2}{4\lambda k_BT}\Big].$$

These results were derived in parts (b) to (d). Classically, the gap between the energy surfaces of the two sites is

$$X=\Delta+\lambda+\sqrt2\sum_\nu\hbar\omega_\nu d_\nu x_\nu,$$

where $x_\nu$ is measured from the minimum of site 1. The surfaces cross at $X=0$, and for $\Delta=0$ the barrier is $\lambda/4$.

The model oxide has $\lambda=1$ eV, $J=5$ meV, a phonon band from 30 to 50 meV and a distance $a=0.30$ nm between sites. The temperature is 1000 K unless stated otherwise, so $k_BT=0.08617$ eV, and the Marcus rate at $\Delta=0$ is $1.26\times10^{10}$ s$^{-1}$.

### (e) How hot is hot enough?

**For $\Delta=0$, remove the oscillating cancellation from the time integral and find the leading quantum correction to $\ln k_M$.**

**Solution.** Shift the integration path by $t=u-i\hbar/2k_BT$, with $u$ real. Then $\omega_\nu t=\omega_\nu u-i\xi_\nu$. Dropping the mode label,

$$\cos(\omega u-i\xi)=\cos\omega u\cosh\xi+i\sin\omega u\sinh\xi,$$

$$\sin(\omega u-i\xi)=\sin\omega u\cosh\xi-i\cos\omega u\sinh\xi .$$

In the combination $\coth\xi\cos\omega t-i\sin\omega t$ the terms in $\sin\omega u$ cancel. The rest is

$$\cos\omega u\Big(\frac{\cosh^2\xi}{\sinh\xi}-\sinh\xi\Big)=\frac{\cos\omega u}{\sinh\xi}.$$

For a smooth band the integrand without its constant tail vanishes at large $|u|$, so the ends of the shifted path contribute nothing. The integrand is analytic between the two paths. The exponent is now real:

$$-\sum_\nu S_\nu\Big[\coth\xi_\nu-\frac{\cos\omega_\nu u}{\sinh\xi_\nu}\Big]
=-\sum_\nu S_\nu\tanh\frac{\xi_\nu}{2}-\sum_\nu\frac{S_\nu(1-\cos\omega_\nu u)}{\sinh\xi_\nu},$$

because $\coth\xi-1/\sinh\xi=(\cosh\xi-1)/\sinh\xi=\tanh(\xi/2)$. The activation factor is now outside the integral, and the remaining integrand, apart from the negligible subtracted tail, is positive with its maximum at $u=0$.

Define $K_2=\sum_\nu S_\nu\omega_\nu^2/\sinh\xi_\nu$ and $K_4=\sum_\nu S_\nu\omega_\nu^4/\sinh\xi_\nu$. Near the maximum, the last sum is $K_2u^2/2-K_4u^4/24$. The quadratic term alone gives the saddle-point rate

$$k_{\rm sp}=\frac{J^2}{\hbar^2}\sqrt{\frac{2\pi}{K_2}}\exp\Big[-\sum_\nu S_\nu\tanh\frac{\hbar\omega_\nu}{4k_BT}\Big].$$

The Gaussian average $\langle u^4\rangle=3/K_2^2$ turns the quartic term into an additional factor $1+K_4/8K_2^2$ to first order.

Now expand at high temperature. Let $\langle(\hbar\omega)^2\rangle$ denote the average over modes with weights $S_\nu\hbar\omega_\nu/\lambda$. Three corrections have this same order.

First, $\tanh y\approx y-y^3/3$ with $y=\hbar\omega_\nu/4k_BT$. The linear term gives $-\lambda/4k_BT$, the Marcus exponent. The cubic term adds

$$\sum_\nu\frac{S_\nu(\hbar\omega_\nu)^3}{3\cdot4^3(k_BT)^3}=\frac{\lambda\langle(\hbar\omega)^2\rangle}{192(k_BT)^3}.$$

Second, $1/\sinh\xi\approx(1-\xi^2/6)/\xi$, which gives

$$K_2\approx\frac{2\lambda k_BT}{\hbar^2}\Big[1-\frac{\langle(\hbar\omega)^2\rangle}{24(k_BT)^2}\Big].$$

Its leading part reproduces the Marcus prefactor. Since the rate contains $K_2^{-1/2}$, the bracket adds $\langle(\hbar\omega)^2\rangle/48(k_BT)^2$ to the logarithm.

Third, at leading order $K_4\approx2\lambda k_BT\langle(\hbar\omega)^2\rangle/\hbar^4$, so $K_4/8K_2^2\approx\langle(\hbar\omega)^2\rangle/16\lambda k_BT$. Altogether,

$$\ln\frac{k}{k_M}\approx\langle(\hbar\omega)^2\rangle\Big[\frac{\lambda}{192(k_BT)^3}+\frac1{48(k_BT)^2}+\frac1{16\lambda k_BT}\Big].$$

All three terms are positive: at this order quantum motion of the lattice raises the unbiased rate. The first term shows that comparing $k_BT$ with $\hbar\omega$ is insufficient. A large $\lambda$ multiplies a small relative error in the exponent.

In the model band, the share of $\lambda$ per unit phonon energy is a parabola that peaks at 40 meV and vanishes at 30 and 50 meV. Its variance is one fifth of $(10\ \mathrm{meV})^2$, so the weighted root-mean-square phonon energy is $\sqrt{40^2+20}=40.25$ meV. At 1000 K the three terms are about $0.0132$, $0.0045$ and $0.0012$, with sum $0.0189$. Direct integration of the golden rule gives $k=1.284\times10^{10}$ s$^{-1}$, which is 1.9% above the Marcus value. Other temperatures give:

| $T$ (K) | $k/k_M$ | $\ln(k/k_M)$ | Leading correction |
|---|---|---|---|
| 300 | 1.673 | 0.515 | 0.543 |
| 600 | 1.078 | 0.0747 | 0.0756 |
| 1000 | 1.019 | 0.0188 | 0.0189 |
| 2000 | 1.003 | 0.0034 | 0.0034 |

At 300 K the Marcus formula is too small by a factor of about 1.7 within this model. The saddle-point rate remains within 1% of the direct integral there.

The same correction can be tested against actual two-site dynamics. For one mode with $S=12$, $k_BT=2\hbar\omega$ and $J=0.01\hbar\omega$, the population grows linearly after the initial dephasing and before the first revival. Its computed slope is $1.0156$ times the Marcus rate; the formula predicts $1.0157$. A single mode can thus show a temporary rate, although its infinite-time golden rule is a comb.

### (f) An energy difference between the sites

**Show how uphill and downhill rates are related, first for the golden rule and then for its Marcus limit. Evaluate the rates for $\Delta=\pm0.20$ eV.**

**Solution.** On the shifted path of part (e), the factor containing $\Delta$ becomes

$$e^{-i\Delta t/\hbar}=e^{-i\Delta u/\hbar}\,e^{-\Delta/2k_BT}.$$

The remaining integrand is even in $u$, so the integral is unchanged when $\Delta$ changes sign. Hence $k(\Delta)=e^{-\Delta/2k_BT}K(\Delta)$ with $K(-\Delta)=K(\Delta)$, and

$$\frac{k(\Delta)}{k(-\Delta)}=e^{-\Delta/k_BT}.$$

The hop from site 2 back to site 1 has the same $S_\nu$ and the opposite $\Delta$. This relation is therefore detailed balance, and the two populations approach their thermal ratio. The Marcus formula preserves it, because $(\lambda+\Delta)^2-(\lambda-\Delta)^2=4\lambda\Delta$.

At 1000 K the Marcus rates are $3.58\times10^{10}$ s$^{-1}$ downhill and $3.52\times10^9$ s$^{-1}$ uphill. The direct golden-rule values are $3.64\times10^{10}$ and $3.58\times10^9$ s$^{-1}$, with ratio $0.0982$. Both Marcus values are about 2% low relative to the direct ones.

Within the Marcus formula, making $\Delta$ more negative raises the rate until $\Delta=-\lambda$, where the crossing lies at the minimum of site 1. Beyond that point the barrier grows again. The quantum correction of part (e) was derived for $\Delta=0$ and should not be carried into that region.

### (g) How weak must the electronic coupling be?

**Describe a hop as a classical lattice trajectory passing through the level crossing. Recover the Marcus rate for small $J$ and estimate where second-order theory fails.**

**Solution.** On the surface of site 1 the potential energy of each mode is $\hbar\omega_\nu x_\nu^2/2$, so classical equipartition gives $\langle x_\nu^2\rangle=k_BT/\hbar\omega_\nu$. The gap $X$ is Gaussian with mean $\Delta+\lambda$ and variance

$$\sum_\nu2(\hbar\omega_\nu)^2S_\nu\frac{k_BT}{\hbar\omega_\nu}=2\lambda k_BT .$$

Its density at the crossing is $p(0)=(4\pi\lambda k_BT)^{-1/2}e^{-(\Delta+\lambda)^2/4\lambda k_BT}$. The velocity of a harmonic coordinate has variance $\omega_\nu^2\langle x_\nu^2\rangle$ and is independent of the coordinate at the same time. Thus $\dot X$ is Gaussian with zero mean and variance $v_{\rm rms}^2=2\lambda k_BT\langle\omega^2\rangle$.

Near the crossing take $X=vt$, with $v>0$; the other direction gives the same probability. Measured from the energy of site 1, the amplitudes obey

$$i\hbar\dot c_1=Jc_2,\qquad i\hbar\dot c_2=vt\,c_2+Jc_1 .$$

Start on site 1. At large $|t|$ the small component follows as $c_2\approx-Jc_1/vt$. Then $\dot c_1\approx i\kappa c_1/t$ with $\kappa=J^2/\hbar v$, so $c_1\propto t^{i\kappa}$. The other independent solution varies as $e^{-ivt^2/2\hbar}$ apart from powers of $t$, and is absent at the start.

Connect negative to positive times along a large semicircle $t=Re^{i\theta}$ in the lower half-plane, from $\theta=-\pi$ to $0$. In the first quarter-turn the absent solution would be the larger one, so the starting solution is the smaller one and keeps its asymptotic form. In the second quarter-turn it is the larger one, and its coefficient is unaffected by any admixture of the smaller solution. Since $|t^{i\kappa}|=e^{-\kappa\theta}$, the amplitude on site 1 is multiplied by $e^{-\pi\kappa}$. The transfer probability is therefore the Landau-Zener result

$$P=1-e^{-2\pi J^2/\hbar v}.$$

Direct integration of the two equations at $2\pi J^2/\hbar v\approx1.005$ gives $0.6341$, in agreement with the formula.

A trajectory that crosses without transfer turns back and crosses again. Take $-\lambda<\Delta<\lambda$, so that the crossing lies between the two minima. Assume that successive crossings have the same speed and no phase memory. Let $B$ be the probability of finally reaching well 2 for a trajectory that has crossed once but remains on surface 1. At its return it transfers with probability $P$, then turns and meets the crossing once more. There it stays on surface 2 with probability $1-P$, or returns to the situation described by $B$ with probability $P$:

$$B=P[(1-P)+PB]\quad\Rightarrow\quad B=\frac{P}{1+P}.$$

The total transfer probability is $P+(1-P)B=2P/(1+P)$. Weighting it by the one-way flux gives

$$k_{LZ}=p(0)\int_0^\infty v f(v)\frac{2P(v)}{1+P(v)}\,dv,$$

where $f$ is the Gaussian density of $\dot X$ on the full line. For small $J$ the fraction is $4\pi J^2/\hbar v$. The speed cancels, the half-line integral of $f$ is $1/2$, and $k_{LZ}=(2\pi/\hbar)J^2p(0)=k_M$.

The control parameter is $\gamma=2\pi J^2/\hbar v_{\rm rms}$. At 1000 K:

| $J$ (meV) | $\gamma$ | $k_{LZ}/k_M$ |
|---|---|---|
| 5 | 0.0094 | 0.951 |
| 20 | 0.150 | 0.676 |
| 50 | 0.940 | 0.304 |

The estimated loss at 5 meV is larger than $\gamma$ itself. With $s=v/v_{\rm rms}$, expansion gives $2P/(1+P)\approx2\gamma/s-3\gamma^2/s^2$. After multiplication by the flux, the second term produces an integral of $1/s$ that is cut off near $s\sim\gamma$. Within this estimate the relative loss is therefore approximately $(3\gamma/\sqrt{2\pi})\ln(1/\gamma)$ for small $\gamma$, or about 5% here. Slow crossings cause this logarithm.

The 5% should not be read as the actual error of the golden rule. The Landau-Zener formula needs the gap to change linearly during the transfer, which takes a time of about $\sqrt{\hbar/v}$ when $J$ is small. For $\Delta=0$ a trajectory turns back after a time of about $v/(\lambda\langle\omega^2\rangle)$. The two times are equal at $v\approx(\hbar\lambda^2\langle\omega^2\rangle^2)^{1/3}$, which is about $0.8\,v_{\rm rms}$ here. The slow crossings that produce the logarithm therefore lie outside the range of the formula. Speeds below this value also carry about 60% of the weight in the small-$J$ limit above, so that limit is a consistency check; the derivation of $k_M$ rests on parts (b) to (d). The estimate also leaves out the lowering of the barrier by level repulsion and, in a narrow phonon band, returns to the crossing one vibrational period later. The table shows only the direction of the trend with $J$, not the size of the correction. Full two-site dynamics for a single mode of 40.25 meV with the same $\lambda$ and $T$, read before the first revival, gives about $0.99$, $0.88$ and $0.6$ times the $J^2$ rate at 5, 20 and 50 meV. For small $J$ that loss is close to $\gamma$ itself, with no sign of the logarithm. At 50 meV it signals that the $J^2$ law fails, but it does not supply a replacement rate.

### (h) Diffusion, mobility and the measured slope

**For uncorrelated hops on equivalent sites, find the diffusivity and low-field mobility along an axis of spacing $a$. What activation energies would Arrhenius plots show?**

**Solution.** Let the polaron hop to each of the two neighbours along the axis at rate $k$. In time $t$ there are on average $2kt$ such hops, each adding $a^2$ to the mean square displacement. Thus $\langle x^2\rangle=2ka^2t=2Dt$, and

$$D=a^2k .$$

Hops along perpendicular axes do not change this component. The polaron density must be low enough that neighbouring sites are usually empty.

A field $F$ changes the site energy by $\delta=eaF$ per hop, where $e$ is the magnitude of the electron charge. The drift speed is $a[k(-\delta)-k(\delta)]$. Detailed balance in the form found in part (f) gives

$$a[k(-\delta)-k(\delta)]=2aK(\delta)\sinh\frac{\delta}{2k_BT}\approx\frac{ea^2k}{k_BT}F .$$

The mobility is therefore $\mu=ea^2k/k_BT=eD/k_BT$, the Einstein relation. The last step requires $eaF\ll k_BT$ and a field weak enough that $K(\delta)\approx K(0)=k$.

With the Marcus rate at 1000 K,

$$D=(3.0\times10^{-8}\ \mathrm{cm})^2(1.26\times10^{10}\ \mathrm{s^{-1}})\approx1.13\times10^{-5}\ \mathrm{cm^2/s},$$

$$\mu=\frac{1.13\times10^{-5}\ \mathrm{cm^2/s}}{0.08617\ \mathrm V}\approx1.3\times10^{-4}\ \mathrm{cm^2/(V\,s)}.$$

For the slopes, set $\beta=1/k_BT$ and keep $J$, $\lambda$ and $a$ independent of temperature. At $\Delta=0$, $\ln k_M=\text{constant}+\tfrac12\ln\beta-\beta\lambda/4$. Hence

$$-\frac{d\ln k_M}{d\beta}=\frac\lambda4-\frac{k_BT}{2},\qquad
-\frac{d\ln\mu}{d\beta}=\frac\lambda4-\frac{3k_BT}{2}.$$

The second result has one more $k_BT$ subtracted because $\mu$ contains an additional factor $\beta$. The diffusivity has the same slope as $k$.

At 1000 K the barrier is $0.250$ eV, but the Marcus rate has an apparent activation energy of $0.207$ eV and the mobility one of $0.121$ eV. The direct golden-rule rate gives $0.203$ eV instead of $0.207$ eV, because its quantum enhancement decreases on heating. Reading the barrier from a plot of $\ln\mu$ against $1/T$ would thus give less than half its value in this example. In the Marcus regime, a plot of $\ln(\mu T^{3/2})$ removes the temperature dependence of the prefactor and has the slope set by $\lambda/4$. Quantum motion of the lattice still lowers this slope: with the golden-rule rate of the model it is $0.246$ eV near 1000 K, $0.239$ eV near 600 K and $0.213$ eV near 300 K. The power $3/2$ holds for nonadiabatic hops with constant $J$, that is for $\gamma\ll1$; a material with stronger coupling or stiffer phonons than the model must be tested against both conditions before the rule is used.

The numerical output lists the values used here and the remaining comparisons.

## Table of computed values

```
MODEL OXIDE
reorganization energy lambda = 1.000 eV
electronic coupling J = 5.00 meV
phonon band = 30 to 50 meV
rms phonon energy = 40.25 meV
total Huang-Rhys factor = 25.32
hop distance a = 0.30 nm; temperature = 1000 K
thermal energy kT = 0.08617 eV
hbar = 6.582120e-16 eV s
barrier lambda/4 = 0.2500 eV
2 pi J^2/hbar = 2.3865e+11 eV/s
sqrt(4 pi lambda kT) = 1.0406 eV
exp(-lambda/(4kT)) = 0.05496
Marcus rate = 1.2604e+10 1/s
full golden-rule rate = 1.2844e+10 1/s
diffusivity (Marcus) = 1.1344e-05 cm^2/s
mobility (Marcus) = 1.3164e-04 cm^2/(V s)
apparent energy of rate, Marcus = 0.2069 eV
apparent energy of rate, full = 0.2027 eV
apparent energy of mobility, Marcus = 0.1207 eV
log10 of coherent tail of C(t) = -49.5
BIAS AT THE SAME TEMPERATURE
delta = -0.20 eV: Marcus 3.5818e+10, full 3.6441e+10 1/s
delta = +0.20 eV: Marcus 3.5168e+09, full 3.5779e+09 1/s
full uphill/downhill ratio = 0.09818
ZERO BIAS: T/K, Marcus, full, saddle (1/s), full/Marcus, ln, ln formula
300  2.6429e+07  4.4227e+07  4.3952e+07  1.6734  0.51487  0.54277
600  2.3522e+09  2.5346e+09  2.5295e+09  1.0775  0.07466  0.07563
1000  1.2604e+10  1.2844e+10  1.2829e+10  1.0190  0.01884  0.01891
1500  2.7068e+10  2.7250e+10  2.7228e+10  1.0067  0.00670  0.00671
2000  3.8017e+10  3.8145e+10  3.8123e+10  1.0034  0.00337  0.00337
WEAK COUPLING: J/meV, 2 pi J^2/(hbar v_rms), LZ rate/Marcus rate
5  0.00940  0.9509
20  0.15041  0.6762
50  0.94007  0.3043
SINGLE-MODE CHECKS (hbar = w = 1)
S = 12, kT = 2, J = 0.01
largest Franck-Condon deviation from Marcus = 1.57 %
population slope/Marcus, delta = 0: 1.01564
predicted ratio = 1.01575
population slope/Marcus, delta = -4: 1.01213
Landau-Zener P: direct 0.63408, formula 0.63407
```
